# The intrashell radial dipole integral of hydrogen and Gordon's formula, part 2

We seek the radial dipole integral between hydrogenic states whose orbital quantum numbers differ by one. Gordon's formula gives it for different shells, but its hypergeometric argument $-4nn'/(n-n')^2$ is infinite at $n'=n$. We derive the formula and examine that limit.

Atomic units are used, and integrals over $r$ run from $0$ to $\infty$. The real, normalized function $u=rR$ is the state $(n,l)$ of $-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr$, with $l\ge1$ and energy $E$. Likewise $v$ is the state $(n',l-1)$ for charge $Z'$, with energy $E'$. Both are positive near the origin:

$$u=C\,r^{l+1}e^{-kr/2}M(-N,2l+2,kr),\qquad v=C'\,r^{l}e^{-k'r/2}M(-N',2l,k'r).$$

Here $N=n-l-1$, $N'=n'-l$, $\nu=n/Z$, $\nu'=n'/Z'$, $k=2/\nu$, $k'=2/\nu'$, $E=-1/2\nu^2$, $E'=-1/2\nu'^2$, $M(\alpha,\gamma,z)=\sum_m(\alpha)_mz^m/[(\gamma)_mm!]$ and $(\alpha)_m=\alpha(\alpha+1)\cdots(\alpha+m-1)$.

With $D=\int urv\,dr$, $S=\int uv\,dr$ and $V=\int u(-v'+lv/r)\,dr$, the first half proved, for integer $p\ge1$,

$$(E-E')\int u\,r^pv\,dr=\int u\left\{-pr^{p-1}v'+\left[l-\tfrac12p(p-1)\right]r^{p-2}v+(Z'-Z)r^{p-1}v\right\}dr ,\tag{11}$$

$$(E-E')\,D=V+(Z'-Z)\,S .\tag{12}$$

For $n'=n$, $Z'=Z$ it found $V=0$, the ladder relation $-v'+lv/r-Zv/l=cu$ with $c=Z\sqrt{n^2-l^2}/(nl)$, and

$$D=\int_0^\infty R_{nl}\,r\,R_{n,l-1}\,r^2\,dr=-\frac{3n}{2Z}\sqrt{n^2-l^2},\qquad 1\le l\le n-1 ,\tag{1}$$

$$S=-\frac{lc}{Z}=-\frac{\sqrt{n^2-l^2}}{n}.\tag{13}$$

For hydrogen ($Z=1$), the pair 5f–5d ($n=5$, $l=3$) has $D=-30$ bohr and $S=-0.8$; 2p–2s has $D=-3\sqrt3=-5.196$ bohr.

The closing list of numbers also uses $\langle r\rangle_{nl}=\int r\,u_{nl}^2\,dr$, a finite-difference ("grid") diagonalization of the radial equation, and the first-order Stark shifts $\pm3F$ of the hydrogen $n=2$ shell in a field $F$ along $z$, where $\langle2s|z|2p_0\rangle$ is $D$ times the angular factor $1/\sqrt3$.

### A generating function

The polynomials $M(-N,\gamma,z)$ are generated by

$$\sum_{N\ge0}\frac{(\gamma)_N}{N!}M(-N,\gamma,z)\,t^N=(1-t)^{-\gamma}\exp\left(-\frac{zt}{1-t}\right),\qquad|t|<1 .\tag{14}$$

To prove it, collect the coefficient of $z^m$ on the left. Use $(-N)_m=(-1)^mN!/(N-m)!$ for $m\le N$, which is zero for $m>N$, and $(\gamma)_N=(\gamma)_m(\gamma+m)_{N-m}$. The coefficient is

$$\frac{(-1)^m}{m!}\sum_{N\ge m}\frac{(\gamma+m)_{N-m}}{(N-m)!}t^N=\frac{(-t)^m}{m!}(1-t)^{-\gamma-m},$$

by the binomial series $\sum_j(\beta)_jt^j/j!=(1-t)^{-\beta}$. Summing over $m$ with the factor $z^m$ produces the exponential in (14).

### The integral of two polynomials

Define, for $\lambda>0$,

$$J_{NN'}=\int e^{-\lambda r}r^{\gamma-1}M(-N,\gamma,kr)\,M(-N',\gamma,k'r)\,dr .$$

Multiply by $(\gamma)_N(\gamma)_{N'}t^Ns^{N'}/(N!N'!)$ and sum over $N$ and $N'$. For $z\ge0$ one has $|M(-N,\gamma,z)|\le M(-N,\gamma,-z)$, so by (14) with $-z$ and $|t|$ the sum of absolute values is at most $(1-|t|)^{-\gamma}\exp[z|t|/(1-|t|)]$. For small $|t|$ and $|s|$ the product of the two bounds grows more slowly than $e^{\lambda r}$, so sum and integral may be exchanged. The integrand becomes a single exponential, and $\int r^{\gamma-1}e^{-\Lambda r}dr=\Gamma(\gamma)\Lambda^{-\gamma}$ with $\Lambda=\lambda+kt/(1-t)+k's/(1-s)$. The prefactor $[(1-t)(1-s)]^{-\gamma}$ combines with $\Lambda^{-\gamma}$ to give

$$\Phi(t,s;\lambda)=\Gamma(\gamma)\left[\lambda(1-t)(1-s)+kt(1-s)+k's(1-t)\right]^{-\gamma}.\tag{15}$$

Put $a=1-k/\lambda$, $b=1-k'/\lambda$ and $\kappa=kk'/\lambda^2$. The bracket divided by $\lambda$ is $1-at-bs+[1-(k+k')/\lambda]ts$, and since $ab=1-(k+k')/\lambda+\kappa$ it equals $(1-at)(1-bs)-\kappa ts$. Expanding in $\kappa ts$ with the binomial series,

$$\Phi=\frac{\Gamma(\gamma)}{\lambda^\gamma}\sum_m\frac{(\gamma)_m}{m!}\kappa^mt^ms^m(1-at)^{-\gamma-m}(1-bs)^{-\gamma-m}.$$

The coefficient of $t^N$ in $t^m(1-at)^{-\gamma-m}$ is $(\gamma+m)_{N-m}a^{N-m}/(N-m)!$, and likewise for $s^{N'}$. Dividing by $(\gamma)_N(\gamma)_{N'}/(N!N'!)$ and using $(\gamma+m)_{N-m}/(\gamma)_N=1/(\gamma)_m$ twice,

$$J_{NN'}=\frac{\Gamma(\gamma)}{\lambda^\gamma}\sum_{m=0}^{\min(N,N')}\frac{N!}{(N-m)!}\frac{N'!}{(N'-m)!}\frac{\kappa^m\,a^{N-m}b^{N'-m}}{(\gamma)_m\,m!}.\tag{16}$$

This is a polynomial in $a$ and $b$ and is regular everywhere. If $ab\ne0$ one may factor out $a^Nb^{N'}$. With $N!N'!/[(N-m)!(N'-m)!]=(-N)_m(-N')_m$ and the hypergeometric series $F(\alpha,\beta;\gamma;x)=\sum_m(\alpha)_m(\beta)_mx^m/[(\gamma)_mm!]$,

$$J_{NN'}=\Gamma(\gamma)\lambda^{-\gamma}a^Nb^{N'}F\!\left(-N,-N';\gamma;\frac{\kappa}{ab}\right).\tag{17}$$

The infinite argument at $ab=0$ is produced by this factoring alone and is compensated by the powers in front.

### Normalization

The norm of $u$ needs $I=\int e^{-kr}r^{\gamma}M(-N,\gamma,kr)^2dr$ with $\gamma=2l+2$, one power of $r$ more than $J$. That power is supplied by $-\partial/\partial\lambda$. From (15), $-\partial_\lambda\Phi=\Gamma(\gamma+1)(1-t)(1-s)[\cdots]^{-\gamma-1}$, and at $\lambda=k=k'$ the bracket is $k[(1-t)(1-s)+t+s-2ts]=k(1-ts)$. In $(1-t-s+ts)(1-ts)^{-\gamma-1}$ only the terms $1$ and $ts$ contribute to $t^Ns^N$, with coefficient

$$\frac{(\gamma+1)_N}{N!}+\frac{(\gamma+1)_{N-1}}{(N-1)!}=\frac{(\gamma+1)_{N-1}}{N!}\left[(\gamma+N)+N\right]=\frac{(\gamma)_N(\gamma+2N)}{\gamma\,N!}.$$

The last form also gives the correct value $1$ for $N=0$. Dividing by $[(\gamma)_N/N!]^2$ yields $I=\Gamma(\gamma)(\gamma+2N)N!/[(\gamma)_Nk^{\gamma+1}]$. For $\gamma=2l+2$ one has $\gamma+2N=2n$, $\Gamma(\gamma)=(2l+1)!$ and $(\gamma)_N=(n+l)!/(2l+1)!$. Since $C=I^{-1/2}$, and $C'$ follows by $l\to l-1$,

$$C=\frac{k^{l+3/2}}{(2l+1)!}\sqrt{\frac{(n+l)!}{2n\,N!}},\qquad C'=\frac{k'^{\,l+1/2}}{(2l-1)!}\sqrt{\frac{(n'+l-1)!}{2n'\,N'!}}.\tag{18}$$

### The velocity integral in closed form

Formula (17) needs the same second parameter $\gamma$ in both polynomials and the weight $r^{\gamma-1}$. The dipole integral $D$ does not have this form, but $V$ can be brought to it. Since $-v'+lv/r=-r^l(v/r^l)'$, an integration by parts with boundary term $uv\to0$ gives

$$V=\int\frac{v}{r^l}\,(r^lu)'\,dr .\tag{19}$$

Two relations between neighbouring $M$ functions are needed. The first is

$$\frac{d}{dz}\left[z^{g}M(\alpha,g+1,z)\right]=g\,z^{g-1}M(\alpha,g,z).\tag{20}$$

It holds term by term, because differentiating $z^{g+m}$ brings down $g+m$, and $(g+m)/(g+1)_m=g/(g)_m$ follows from writing $(g)_{m+1}$ as both $g(g+1)_m$ and $(g)_m(g+m)$. The second is

$$z\,M(\alpha,g+1,z)=g\left[M(\alpha,g,z)-M(\alpha-1,g,z)\right].\tag{21}$$

Here $(\alpha)_m-(\alpha-1)_m=(\alpha)_{m-1}[(\alpha+m-1)-(\alpha-1)]=m(\alpha)_{m-1}$, so the coefficient of $z^m$ on the right is $g(\alpha)_{m-1}/[(g)_m(m-1)!]=(\alpha)_{m-1}/[(g+1)_{m-1}(m-1)!]$, which is the coefficient on the left.

Take $g=2l+1$ and drop the argument $z$. The product rule with (20), followed by (21), gives

$$\frac{d}{dz}\left[e^{-z/2}z^gM(\alpha,g+1)\right]=e^{-z/2}z^{g-1}\left[gM(\alpha,g)-\tfrac12zM(\alpha,g+1)\right]=\frac g2\,e^{-z/2}z^{g-1}\left[M(\alpha,g)+M(\alpha-1,g)\right].$$

One factor $z$ of $z^{g-1}=z^{2l}$ is now spent on lowering the second parameter once more. Relation (21) with $2l$ in place of $g$, applied to both terms, gives $z[M(\alpha,2l+1)+M(\alpha-1,2l+1)]=2l[M(\alpha,2l)-M(\alpha-2,2l)]$, the terms in $M(\alpha-1,2l)$ cancelling. With $\alpha=-N$, $r^lu=Ck^{-2l-1}z^{2l+1}e^{-z/2}M(-N,2l+2)$ and $d/dr=k\,d/dz$,

$$(r^lu)'=\frac{C\,l(2l+1)}{k}\,r^{2l-1}e^{-kr/2}\left[M(-N,2l,kr)-M(-N-2,2l,kr)\right].\tag{22}$$

Inserting (22) and $v/r^l=C'e^{-k'r/2}M(-N',2l,k'r)$ into (19) produces two integrals of type $J$ with $\gamma=2l$ and $\lambda=(k+k')/2$:

$$V=\frac{CC'\,l(2l+1)}{k}\left(J_{NN'}-J_{N+2,N'}\right).$$

Abbreviate $\varepsilon=\nu-\nu'$ and $\sigma=\nu+\nu'$. Then $\lambda=\sigma/\nu\nu'$, $a=(k'-k)/(k+k')=\varepsilon/\sigma\equiv w$, $b=-w$, $\kappa=4\nu\nu'/\sigma^2$, and the hypergeometric argument is $x=\kappa/ab=-4\nu\nu'/\varepsilon^2$. By (17),

$$J_{NN'}-J_{N+2,N'}=(2l-1)!\,\lambda^{-2l}(-1)^{N'}w^{N+N'}B,$$

$$B=F(-N,-N';2l;x)-w^2F(-N-2,-N';2l;x).\tag{23}$$

The constants are collected with (18). Let $Q=\sqrt{(n+l)!\,(n'+l-1)!/(N!\,N'!)}$. Then $CC'/k=(kk')^{l+1/2}Q/[2\sqrt{nn'}(2l+1)!(2l-1)!]$, and $l(2l+1)(2l-1)!/(2l+1)!=\tfrac12$. Further, $(kk')^{l+1/2}\lambda^{-2l}=2\cdot4^l(\nu\nu')^{l-1/2}\sigma^{-2l}$. Hence

$$V=\frac{(-1)^{N'}Q}{4(2l-1)!\sqrt{nn'}}\;\frac{2\cdot4^l(\nu\nu')^{l-1/2}}{\sigma^{2l}}\;w^{N+N'}B .\tag{24}$$

### Gordon's formula

The energy difference is $E-E'=(\nu^2-\nu'^2)/2\nu^2\nu'^2=\varepsilon\sigma/2\nu^2\nu'^2$. Define $G=V/(E-E')$ for $\nu\ne\nu'$. Dividing (24) multiplies it by $2(\nu\nu')^2/\varepsilon\sigma$, so the numerical factor becomes $4^{l+1}$, the power of $\nu\nu'$ becomes $l+\tfrac32$, and the power of $\sigma$ in the denominator becomes $N+N'+2l+1=n+n'$:

$$G=\sqrt{\frac{\nu\nu'}{nn'}}\;\frac{(-1)^{N'}Q}{4(2l-1)!}\;\frac{(4\nu\nu')^{l+1}(\nu-\nu')^{N+N'-1}}{(\nu+\nu')^{n+n'}}\;B .\tag{25}$$

The identity (12) now reads

$$D=G+\frac{(Z'-Z)\,S}{E-E'} .\tag{26}$$

For one atom, $Z'=Z$, and two different shells, the last term is zero and $D=G$. With $Z=1$ one has $\nu=n$, $\nu'=n'$, the square root in front is $1$, and $N+N'-1=n+n'-2l-2$. Equation (25) is then Gordon's formula. For general $Z$ the powers of length add up to $(2l+3)+(N+N'-1)-(n+n')=1$, which restores the factor $1/Z$. The derivation shows what the formula is: the velocity integral divided by the energy difference.

Two hydrogen transitions illustrate it. For 2p–1s, $n=2$, $l=1$, $n'=1$, $N=N'=0$, both series equal $1$, $w=1/3$, $B=1-1/9=8/9$ and $Q=\sqrt{6}$, so

$$G=\frac{\sqrt6}{4}\cdot\frac{8^2}{3^3}\cdot\frac89=\frac{128\sqrt6}{243}=1.290266\ \text{bohr}.$$

For 5f–4d, $n=5$, $l=3$, $n'=4$, $N=N'=1$, $w=1/9$ and $x=-80$. The series are $F(-1,-1;6;x)=1+x/6=-37/3$ and $F(-3,-1;6;x)=1+x/2=-39$, so $B=-37/3+39/81=-320/27$ and

$$G=\frac{-\sqrt{8!\,6!}}{4\cdot5!}\cdot\frac{80^4}{9^9}\cdot\left(-\frac{320}{27}\right)=14.065295\ \text{bohr}.$$

Both values coincide with the directly integrated $D$ to all printed digits.

### The limit inside a shell

Set $n'=n$, so that $N'=N+1$. At $Z'=Z$ expression (25) contains $\varepsilon^{2N}$ and $w^2$, which vanish (the first for $N\geq1$), times series whose argument is infinite. It is an indeterminate form, and in terms of $G=V/(E-E')$ it is $0/0$. At fixed integers $N$ and $N'$ it is not a pole, as the count of powers shows. Let $Z'\to Z$, so that $\varepsilon\to0$, $\nu'\to\nu$ and $\sigma\to2\nu$. Each power of $x$ carries $\varepsilon^{-2}$, so only the highest powers survive multiplication by $\varepsilon^{2N}$.

The first series, $F(-N,-N-1;2l;x)$, ends at $m=N$. With $(-N)_N=(-1)^NN!$ and $(-N-1)_N=(-1)^N(N+1)!$ its top term is $(N+1)!\,x^N/(2l)_N$. The second, $F(-N-2,-N-1;2l;x)$, ends at $m=N+1$. With $(-N-2)_{N+1}=(-1)^{N+1}(N+2)!$ and $(-N-1)_{N+1}=(-1)^{N+1}(N+1)!$ its top term is $(N+2)!\,x^{N+1}/(2l)_{N+1}$. In $B$ it is multiplied by $-w^2$, and $-w^2x=\kappa\to1$. Both top terms are thus proportional to $x^N$, all lower terms vanish in the limit, and $\varepsilon^{2N}x^N\to(-1)^N(4\nu^2)^N$. Using $(2l)_{N+1}=(2l)_N(2l+N)$,

$$\varepsilon^{2N}B\to(-1)^N(4\nu^2)^N\frac{(N+1)!}{(2l)_{N+1}}\left[(2l+N)+(N+2)\right]=(-1)^N(4\nu^2)^N\,\frac{2n\,(N+1)!\,(2l-1)!}{(n+l-1)!},$$

where $2l+2N+2=2n$ and $(2l)_{N+1}=(2l+N)!/(2l-1)!$ with $2l+N=n+l-1$.

In (25) the scale factors combine to $(4\nu^2)^{l+1+N}/(2\nu)^{2n}=1$, the root in front tends to $\nu/n=1/Z$, and the sign is $(-1)^{N+1}(-1)^N=-1$. What remains is

$$G_0=-\frac{2n}{4Z}\sqrt{\frac{(n+l)!\,(n+l-1)!}{N!\,(N+1)!}}\;\frac{(N+1)!}{(n+l-1)!}=-\frac{n}{2Z}\sqrt{(n+l)(N+1)} .$$

Since $N+1=n-l$,

$$G_0=-\frac{n}{2Z}\sqrt{n^2-l^2}=\frac D3 .\tag{27}$$

The limit exists, has the right sign and the right dependence on $n$, $l$ and $Z$, and is one third of the true integral. The same number results if $n'$ is varied continuously in the scale factors of the one-atom formula at fixed $N$ and $N'$, because that prescription differs from (25) only in factors that are regular and tend to the same values. The finite limit does depend on keeping $N'$ an integer. If $N'=n'-l$ is continued together with $n'$, the second series in (23) ends at $m=N+2$ instead of $m=N+1$. That term contains the factor $N+1-N'=n-n'$ from $(-N')_{N+2}$, while the prefactor, $w^2$ and $x^{N+2}$ together scale as $(n-n')^{-2}$, so the expression continued in that way diverges as $1/(n'-n)$.

### The missing two thirds

The reason is the second term of (26). For $n'=n$ the energy difference is $E-E'=(Z'^2-Z^2)/2n^2=(Z'-Z)(Z'+Z)/2n^2$, which vanishes at the same rate as the factor $Z'-Z$ above it. The ratio is finite:

$$\frac{(Z'-Z)S}{E-E'}=\frac{2n^2S}{Z+Z'}\;\longrightarrow\;\frac{n^2S}{Z}=-\frac nZ\sqrt{n^2-l^2},\tag{28}$$

where (13) was used. $D$ and $S$ are continuous in $Z'$, being finite sums of integrals of powers times exponentials with parameters that depend smoothly on $\nu'$. The limit of (26) is therefore

$$D=G_0+\frac{n^2S}{Z}=-\left(\frac12+1\right)\frac nZ\sqrt{n^2-l^2},$$

which is (1) again. This route uses the ladder relation only through the overlap (13) and makes no use of $\langle r\rangle$.

The logic of the failure can be put in one statement. The equality $D=G$ rests on two conditions, that both states belong to the same Hamiltonian and that their energies differ. For $n'\ne n$ both hold. For $n'=n$ they cannot hold together: a state with $N+1$ nodes and angular momentum $l-1$ whose scale $\nu'$ differs from $\nu$ is an eigenstate for the charge $Z'=n/\nu'$ and not for $Z$. Moving off the singular point to give the formula a value changes the Hamiltonian by $(Z-Z')/r$, and this perturbation, divided by an energy difference of the same order, leaves the finite term (28). For $n'\neq n$ the same perturbation is divided by a finite energy difference and disappears as $Z'\to Z$.

### Worked example: approaching the 5f–5d point

For hydrogen with $n=5$, $l=3$ the limit (27) is $G_0=-(5/2)\cdot4=-10$ bohr, the term (28) is $25\times(-0.8)=-20$ bohr, and the sum is the value $-30$ bohr found in the first half. For 2p–2s the limit is $G_0=-\sqrt3=-1.732$ bohr, one third of $-5.196$ bohr.

The approach to the limit is seen by keeping the 5f state at $Z=1$ and taking the 5d state for $Z'=1+\delta$. All entries are in bohr.

| $\delta$ | $D$ | $G$ | $(Z'-Z)S/(E-E')$ |
|---|---|---|---|
| 0.1 | $-30.34484$ | $-9.33082$ | $-21.01402$ |
| 0.01 | $-30.13737$ | $-9.94803$ | $-20.18933$ |
| 0.001 | $-30.01487$ | $-9.99498$ | $-20.01989$ |

In each row the last two columns add up to $D$, as (26) demands, up to rounding in the last digit: $-9.33082-21.01402=-30.34484$. The three columns tend to $-30$, $-10$ and $-20$.

The table shows that $|D|$ first increases when the 5d state is contracted, although contraction shortens all lengths of that state. The initial slope can be derived. The state for charge $Z(1+\delta)$ is obtained by scaling, $v_\delta(r)=\sqrt{1+\delta}\;v\big((1+\delta)r\big)$, so $\partial_\delta v_\delta=\tfrac12v+rv'$ at $\delta=0$ and

$$\left.\frac{dD}{d\delta}\right|_0=\frac D2+\int u\,r^2v'\,dr .$$

The remaining integral follows from (11) with $p=3$, $E=E'$ and $Z=Z'$: $0=-3\int ur^2v'dr+(l-3)D$. Therefore

$$\left.\frac{dD}{d\delta}\right|_0=\left(\frac12+\frac{l-3}{3}\right)D=\frac{2l-3}{6}\,D .$$

The magnitude grows for $l\ge2$ and shrinks for $l=1$. For $l=3$ the slope is $D/2=-15$ bohr, and the first-order value at $\delta=0.001$ is $-30.015$ bohr, against $-30.01487$ bohr in the table. At $\delta=0.01$ the first-order value is $-30.15$ bohr against $-30.137$ bohr, and at $\delta=0.1$ it would be $-31.5$ bohr against $-30.345$ bohr, so the linear law has ceased to describe the shift from $-30$ bohr there.

The numerical check tests (17), (18) and (22) on rational parameters. It tests $D=G$ against exact integrals for pairs of different shells up to $n=6$, tests (12) and $G=V/(E-E')$ for unequal charges, where it also asserts that $G$ differs from $D$, and tests (27) and the sum with (28) by taking the limit $\varepsilon\to0$ symbolically.

## Numbers as computed

```
H 5f-5d: n = 5, l = 3, Z = 1
sqrt(n^2-l^2) = 4.000000
c = 0.266667 1/bohr
<r>_5d = 34.500000 bohr
<r>_5f = 31.500000 bohr
<r>_5g = 27.500000 bohr
c*D = -8.000000
D exact integral = -30.000000 bohr = -1.58753 nm
D grid diagonalization = -30.00000 bohr
S = -0.800000, V = 0.000000 1/bohr
limit of G = -10.000000 bohr
missing term n^2 S/Z = -20.000000 bohr
5d taken with Z2 = 1+delta: delta, D, G, (Z2-Z)S/dE (bohr)
  0.100  -30.34484  -9.33082  -21.01402
  0.010  -30.13737  -9.94803  -20.18933
  0.001  -30.01487  -9.99498  -20.01989
Li2+ (Z=3) 5f-5d: D = -10.000000 bohr = -0.52918 nm; grid -10.00000 bohr
H 2p-1s: exact 1.290266 bohr, Gordon 1.290266 bohr
H 5f-4d: exact 14.065295 bohr, Gordon 14.065295 bohr
H 2p-2s: D = -5.196152 bohr = -0.27497 nm; grid -5.19615 bohr
H 2p-2s: limit of G = -1.732051 bohr
angular factor = 0.577350; <2s|z|2p0> = -3.000000 bohr
field = 1.0e+06 V/m = 1.94469e-06 a.u.
Stark shift = +-5.83407e-06 hartree = +-38.386 GHz
```
